Why indenyl slips more easily than cyclopentadienyl: a Hückel account

Take two metal precursors that differ in one ligand, cyclopentadienyl in the first and indenyl in the second. Isolating a three-carbon allyl unit in the π system of the ligand costs 1.31 eV in the first and 1.07 eV in the second, in a Hückel model with a resonance integral of 0.8 eV. If the whole difference of 0.24 eV entered an activation energy, the indenyl compound would react about 12,000 times faster at 298 K. Why should a benzene ring fused to the far side of the ligand make this difference?

**What slips, and what is counted**

An η5 ligand binds a metal through five carbon atoms and, counted as an anion, offers it six π electrons. In an η3 ligand three neighbouring carbons stay bound as an allyl anion and offer four. The slip from η5 to η3 therefore frees room for two electrons at the metal. An electronically saturated complex can then accept an entering ligand without first losing another one. This is the usual account of the indenyl effect, the faster substitution of indenyl complexes.

The model treats the ligand's share of the energy. Each carbon carries one p orbital of energy α. Bonded neighbours are coupled by the same integral β, which is negative, and overlap is neglected. For an orbital with coefficients c_i and energy ε, the equation at atom i is

(α − ε) c_i + β Σ_j c_j = 0,

where j runs over the neighbours of i. Writing ε = α + xβ = α − x|β| and dividing by β gives

x c_i = Σ_j c_j.

Positive x means bonding. With N electrons the energy is E = Nα − |β|W, where W is the sum of x over the electrons.

The slip is idealised as a complete loss of π coupling across the two bonds that join C1-C2-C3 to the rest. No electron is lost, so Nα cancels and the energy rises by |β|D, with

D = W(whole ligand) − W(separated parts).

This is not a reaction barrier: metal binding, strain in the σ bonds and the entering ligand are absent.

**The cost for cyclopentadienyl**

In a ring of five equal atoms a wave whose phase advances by 2πk/5 per atom satisfies the equations with x = 2 cos(2πk/5). The levels are 2, then (√5 − 1)/2 = 0.618 twice, then −1.618 twice. Six electrons fill the first three:

W = 2·2 + 4·(√5 − 1)/2 = 2 + 2√5 = 6.472.

In the allyl unit the equations are x c₁ = c₂, x c₂ = c₁ + c₃ and x c₃ = c₂. The antisymmetric solution has c₂ = 0 and c₃ = −c₁, so x = 0. It is nonbonding. For the symmetric solutions c₃ = c₁ and c₂ = x c₁, and the middle equation gives x² = 2. The four electrons of the anion fill x = √2 and x = 0, so W = 2√2. The two remaining carbons form an ethylene unit with levels ±1 and W = 2. Hence

D(Cp) = (2 + 2√5) − (2√2 + 2) = 2(√5 − √2) = 1.644.

**The cost for indenyl**

Indenyl has nine carbons and, as an anion, ten π electrons. A mirror passes through C2 and exchanges C1 with C3, C7a with C3a, C7 with C4, and C6 with C5. Let m, a, b, c, d be the coefficients on C2, C1, C7a, C7, C6.

For antisymmetric orbitals m = 0 and each mirror partner has the opposite sign. The equations are

x a = b,
x b = a + c − b,
x c = b + d,
x d = c − d.

The terms −b and −d come from the bonds C7a-C3a and C6-C5, which cross the mirror. Setting a = 1 and solving downwards,

b = x,
c = (x + 1)b − a = x² + x − 1,
d = xc − b = x³ + x² − 2x.

The last equation, (x + 1)d − c = 0, becomes

x⁴ + 2x³ − 2x² − 3x + 1 = 0.

For symmetric orbitals the partners have equal signs:

x m = 2a,
x a = m + b,
x b = a + b + c,
x c = b + d,
x d = c + d.

With m = 2,

a = x,
b = x² − 2,
c = (x − 1)b − a = x³ − x² − 3x + 2,
d = xc − b = x⁴ − x³ − 4x² + 2x + 2,

and (x − 1)d − c = 0 becomes

x⁵ − 2x⁴ − 4x³ + 7x² + 3x − 4 = 0.

The five highest of the nine roots are 2.3226, 1.5450, 1.1935, 0.7293 and 0.2950. Two electrons in each give W = 12.171.

The slip leaves an allyl anion and a benzene ring. Benzene has levels 2 cos(πk/3); the filled ones are 2, 1 and 1, so W = 8. Therefore

D(indenyl) = 12.171 − (2√2 + 8) = 1.342.

The advantage of indenyl is 1.6437 − 1.3423 = 0.3014, in units of |β|.

**What the benzo ring contributes**

It is tempting to say that indenyl slips easily because it regains a benzene ring. But the benzo ring also stabilises the ligand before the slip, so only a difference can count.

Build the benzo ring by joining a four-carbon butadiene unit to C3a and C7a. Butadiene has filled levels 2 cos 36° = 1.618 and 2 cos 72° = 0.618, so W = 4.472. Joined to cyclopentadienyl, it gains

G₅ = W(indenyl) − W(Cp) − W(butadiene) = 1.23.

Joined to the ethylene left by the slip, it gains

G₃ = W(benzene) − W(ethylene) − W(butadiene) = 8 − 2 − 4.47 = 1.53.

On subtraction butadiene cancels:

G₃ − G₅ = [W(Cp) − W(ethylene)] − [W(indenyl) − W(benzene)].

Subtracting W(allyl) inside both brackets changes nothing, and the brackets become D(Cp) and D(indenyl). The advantage of 0.30 is thus the excess of one stabilisation over another. Most of the benzo ring's gain is already present in the η5 ligand.

The same argument selects the place of the slip. Of the allyl units in the five-membered ring, C1-C2-C3 leaves benzene and costs 1.34. The unit C2-C3-C3a leaves a six-carbon chain and costs 2.35. The unit C3-C3a-C7a leaves ethylene and butadiene and costs 2.87. The other two choices are mirror images of these last two.

**The bonds that are given up**

A second view looks at the two link bonds, C3-C3a and C1-C7a. Multiply their coupling by t, so that t = 1 is the intact ligand and t = 0 the separated one. For a normalised orbital, x = Σ_ij c_i A_ij c_j, where A holds the couplings. When t changes, the coefficients change too, but their contribution to dx/dt is 2x Σ_i c_i (dc_i/dt), which vanishes because Σ c_i² stays at 1. Only the change of A remains:

dx/dt = 2(c₃c₃ₐ + c₁c₇ₐ).

The factor 2 arises because each bond appears twice in the sum over i and j. Now sum over the electrons. The π bond order of a bond is p = 2 Σ c_i c_j, summed over the doubly filled orbitals, and the mirror makes the two link bonds equal. Thus

dW/dt = 4p(t),  D = 4 ∫₀¹ p(t) dt.

The cost is four times the mean bond order met on the way. In the intact ligands p is 0.647 for cyclopentadienyl and 0.566 for indenyl. At t = 0.5 the values are 0.456 and 0.364. The means are 0.411 and 0.336, and multiplication by four returns the two costs. The indenyl bond order was the smaller at all 17 values of t at which the two were compared, from near zero to one. Indenyl pays less because its link bonds hold less π bonding to begin with and keep a smaller fraction of it as the coupling weakens.

**Which orbitals make the difference**

Near the separated limit the cause can be traced to single orbitals. For small t the links are a perturbation. It has no first-order effect, because it connects only orbitals on different parts. In second order a level x_k shifts by t² Σ_l V_kl²/(x_k − x_l), where V_kl is the coupling at t = 1. If k and l are both filled, their two shifts are opposite and cancel. What survives is

W(t) − W(0) = c t²,  c = 2 Σ V_kl²/(x_k − x_l),

with k filled, l empty, and the two on different parts. The factor 2 counts the electrons in k.

The allyl orbitals, on C1, C2, C3, are (1/2, ±1/√2, 1/2) with x = ±√2, and (1/√2, 0, −1/√2) with x = 0. Mirror symmetry allows coupling only between orbitals of the same kind.

For cyclopentadienyl, the nonbonding allyl orbital couples to the empty antisymmetric orbital of ethylene, at x = −1. Each link contributes (1/√2)(1/√2) = 1/2, so V = 1, and the term in c is 2·1/(0 + 1) = 2. The filled ethylene orbital, at x = 1, couples to the empty allyl orbital, at x = −√2, with V = 2·(1/2)(1/√2) = 1/√2. Its term is 2·(1/2)/(1 + √2) = √2 − 1. Together

c(Cp) = 1 + √2 = 2.414.

For indenyl we need the squared coefficient w of each benzene orbital on C7a. At x = ±2 all six atoms share equally, so w = 1/6. For the others, the equations with C1 removed give the coefficients on (C7a, C7, C6):

antisymmetric: x = 1, (1, 2, 1), w = 1/12;
antisymmetric: x = −1, (1, 0, −1), w = 1/4;
symmetric: x = 1, (1, 0, −1), w = 1/4;
symmetric: x = −1, (1, −2, 1), w = 1/12.

Here w is the first coefficient squared, divided by the sum of squares over all six atoms. The orbital at x = 2 is symmetric and the one at x = −2 antisymmetric.

The nonbonding allyl orbital has V = 2√w/√2, so V² = 2w. It donates into the antisymmetric empty orbitals at −1 and −2:

2[(1/2)/1 + (1/3)/2] = 4/3.

The symmetric allyl orbitals have V = 2·(1/2)√w, so V² = w. The filled one donates to benzene at x = −1, and the empty one accepts from benzene at x = 1 and x = 2:

2[(1/12 + 1/4)/(1 + √2) + (1/6)/(2 + √2)].

Using 1/(1 + √2) = √2 − 1 and 1/(2 + √2) = (2 − √2)/2, this is

2[(√2 − 1)/3 + (2 − √2)/12] = 1/√2 − 1/3.

Adding 4/3,

c(indenyl) = 1 + 1/√2 = 1.707.

The largest term in both ligands is donation from the filled nonbonding allyl orbital, and it falls from 2 to 4/3. Benzene's lowest empty level lies at x = −1, as ethylene's does. It is the poorer acceptor because that orbital is spread over four atoms instead of two, which halves V². The higher empty orbital at x = −2 restores only part of the loss. In this limit, then, a separated allyl anion has less to gain from rejoining benzene than from rejoining ethylene.

The quadratic law must not be carried to t = 1. There it would give 2.41 and 1.71, which exceed the full costs by 47% and 27%. It explains the ordering near the slipped end, while the bond orders cover the whole path.

**The electron pair on which the result depends**

Suppose the ligands are counted as neutral radicals, with one electron fewer. The whole ligand loses an electron from its highest filled level, x_H. The separated parts lose one from the allyl nonbonding level, where x = 0. Hence

D(radical) = [W(whole) − x_H] − [W(parts) − 0] = D(anion) − x_H.

For cyclopentadienyl this is 1.644 − 0.618 = 1.026. For indenyl it is 1.342 − 0.295 = 1.047. The advantage has disappeared. What remains is −0.02, and its sign carries no weight: with the overlap of 0.25 treated below it becomes +0.025. A benzene ring appears in the products as before, so its appearance alone does not explain the effect. The last electron matters: it is bound by 0.618 in cyclopentadienyl but by only 0.295 in indenyl, and after the slip it sits at zero in both.

Formal counting cannot alter the energy of a real complex. A change of reference must be made good in the metal-ligand term, which this model leaves out. But the electron density on the ligand is physical. If the highest orbital holds 1 + q electrons before and after the slip, with the levels kept fixed, the advantage is

−0.022 + (0.618 − 0.295) q = −0.022 + 0.323 q.

It is positive for q above about 0.07 and reaches 0.30 at q = 1. With fixed levels, the ligand's own share of the advantage therefore shrinks as charge passes to the metal. Neither the bonding gained by that transfer nor the change it causes in the ligand orbitals is counted here. The crude metal model below includes both, and there the total advantage grows with the coupling.

**How much the omissions matter**

The first omission is that a real slip need not cut the links completely. If their coupling is only halved, the costs are 1.13 and 0.95, and the advantage is 0.18 instead of 0.30.

The second is overlap. With overlap S between bonded neighbours, β in the atomic equation becomes β − εS. Then ε − α = x(β − εS), and solving for ε gives

ε − α = x(β − αS)/(1 + xS).

For S = 0.25 the costs are 1.12 and 0.83 and the advantage is 0.29, now in units of |β − αS|. The separate costs change much more than their difference, though the change of unit forbids a direct comparison in eV.

The third is repulsion between the electrons. It was included in the Pariser-Parr-Pople model, solved in mean field on regular rings with 1.40 Å bonds, a resonance integral of 2.4 eV, an on-site repulsion of 11 eV and the Ohno form for the repulsion between different atoms. The costs are 4.03 and 3.36 eV, and the advantage is 0.67 eV. Without repulsion, the same resonance integral gives 3.94, 3.22 and 0.72 eV. In mean field, and for these parameters, repulsion lowers the advantage by 8%. This figure depends on the form chosen: the shorter-ranged Mataga-Nishimoto form gives 0.59 eV, a fall of 18%. Mean field also leaves out the correlated motion of the electrons. Solved exactly, the same model gives an advantage of 0.49 eV with the Ohno form and 0.27 eV with the Mataga-Nishimoto form. The sign survives, but repulsion removes between a third and about three fifths of the advantage, so the 8% is not an estimate of its full effect.

The fourth is the metal. A crude metal has two empty orbitals one |β| above α, coupled to the bound carbons with strengths h cos φ and h sin φ, where φ is the angle around the five-membered ring. Five carbons are bound before the slip and three after it. For h = 0.25, 0.50 and 0.75 |β| the advantage is 0.34, 0.41 and 0.48. The costs rise as well: at h = 0.50 they are 2.05 and 1.64. Here h is held fixed, whereas a real metal can move towards the allyl unit and strengthen the contacts that remain. In this model the slipped metal-allyl part is the same for both ligands, so an equal strengthening lowers both costs by the same amount and leaves the advantage unchanged. Filled metal orbitals and the entering ligand are missing, so these numbers show sensitivity and do not describe a particular metal.

**From |β| to a pair of precursors**

The energy scale must suit the quantity. The W of benzene is 8, and that of three separate double bonds is 6, so its delocalisation energy is 2|β|. Thermochemistry puts this at very roughly 1.6 eV, hence the round value |β| = 0.8 eV. Then

cyclopentadienyl: 1.6437 × 0.8 eV = 1.31 eV,
indenyl: 1.342 × 0.8 eV = 1.07 eV,
difference: 0.301 × 0.8 eV = 0.24 eV, or 23 kJ/mol.

If a fraction f of this difference enters the activation energy, and the prefactors and all metal terms are equal, the ratio of rates is exp(f × 0.241 eV/kT). At 298 K, kT = 0.0257 eV, and the ratio is about 12,000 for f = 1 and 110 for f = 1/2. In a delivery line at 400 K, kT = 0.0345 eV, and the ratios are about 1,100 and 33. Warming reduces the contrast between the two precursors, as it does for any fixed difference in activation energy.

For a real comparison, replacement of carbon monoxide in the rhodium dicarbonyl is faster for indenyl than for cyclopentadienyl by very roughly 10⁸ near room temperature. With equal prefactors this corresponds to 0.0257 eV × ln 10⁸ ≈ 0.47 eV, about twice the model's difference. The model gives the right direction and, with |β| = 0.8 eV and f = 1, about half of the magnitude. Real complexes break its assumption of equal metal terms and complete decoupling, and the two faults can act in opposite directions. Halved links reduce the difference to 0.14 eV and the 298 K ratio to about 240. The crude metal with h = 0.50 |β| raises them to 0.33 eV and about 350,000. The choice of |β| matters still more, since the 2.4 eV used in the repulsion model would triple every Hückel energy.

For precursor design this supports a limited rule. When decomposition or substitution begins with an entering molecule and a ring slip, replacing cyclopentadienyl by indenyl should ease that step, other things being equal. How charge transfer to the metal alters this is not settled here: with fixed levels the ligand's share shrinks, while in the crude metal model the total advantage grew even with about 0.85 electron passed to the metal at h = 0.75 |β|. It says nothing about a precursor that reacts by first losing a different ligand. Values with more digits are in the numerical output below.

Values computed for the example and the checks

```
Energies W and costs in |beta|; anion counting unless stated
Cp: filled levels x = 2.0000 0.6180 0.6180
Cp: W whole 6.4721, W split 4.8284, cost 1.6437
indenyl: filled levels x = 2.3226 1.5450 1.1935 0.7293 0.2950
indenyl: W whole 12.1707, W split 10.8284, cost 1.3423
Advantage of indenyl: 0.3014 |beta|
Butadiene W: 4.4721 |beta|
Benzo gain, eta5: 1.2264; eta3: 1.5279 |beta|
Cp: link bond order at t=1 0.6472, at t=0.5 0.4564, mean over t 0.4109
Cp: weak-link c 2.4142, of which allyl nonbonding donation 2.0000
Cp: HOMO x 0.6180, radical cost 1.0257
indenyl: link bond order at t=1 0.5659, at t=0.5 0.3641, mean over t 0.3356
indenyl: weak-link c 1.7071, of which allyl nonbonding donation 1.3333
indenyl: HOMO x 0.2950, radical cost 1.0473
Advantage with radical counting: -0.0216 |beta|
Indenyl cost for allyl C1-C2-C3: 1.3423 |beta|
Indenyl cost for allyl C2-C3-C3a: 2.3544 |beta|
Indenyl cost for allyl C3-C3a-C7a: 2.8701 |beta|
Neglected effects (Cp cost, indenyl cost, advantage)
Links only halved, t=0.5: 1.1263, 0.9501, 0.1761 |beta|
Overlap 0.25: 1.1183, 0.8331, 0.2853 |beta - alpha S|
Metal coupling 0.25 |beta|: 1.7513, 1.4147, 0.3366 |beta|
Metal coupling 0.50 |beta|: 2.0501, 1.6403, 0.4098 |beta|
Metal coupling 0.75 |beta|: 2.4526, 1.9723, 0.4803 |beta|
PPP inputs: resonance 2.4 eV, on-site 11.0 eV, bond 1.40 A
PPP with repulsion: 4.028, 3.361, 0.666 eV
PPP without repulsion: 3.945, 3.221, 0.723 eV
Example: |beta| = 0.8 eV
Cp cost 1.315 eV, indenyl cost 1.074 eV
Difference 0.241 eV = 23.3 kJ/mol
298 K: kT 0.0257 eV, factor if all enters 1.20e+04, if half enters 1.09e+02
400 K: kT 0.0345 eV, factor if all enters 1.09e+03, if half enters 3.30e+01
```
